# Equilibrium Period of Surface Stress Stripes on an Elastic Substrate

## 1. What scaling already fixes

A surface carries straight stripes of two phases that differ in surface stress. Let \(F\) be the jump of surface stress at each boundary (force per length), \(\mu\) the shear modulus of the substrate, \(a\) the boundary width and \(L\) the full period: one stripe of each phase, hence two boundaries.

Linear elasticity gives an energy quadratic in \(F\). Since \(F^2/\mu\) is an energy per length, the relaxation energy per area must be

\[
E_{\rm rel}=-\frac{c}{L}\,\Phi(L/a),\qquad c\propto F^2/\mu .
\]

For \(a\ll L\), changing \(a\) to \(a'\) alters only the surroundings of each boundary, so \(\Phi(L/a')-\Phi(L/a)\) cannot depend on \(L\). Differentiating with respect to \(L\) gives

\[
\frac{1}{a'}\Phi'(L/a')=\frac1a\Phi'(L/a).
\]

Multiplied by \(L\), this says that \(y\Phi'(y)\) is constant, so \(\Phi\) is a logarithm plus a constant. Normalizing \(c\) so that the logarithm has coefficient one, and adding an energy \(b\) per length for the two boundaries, we get \(E=[b-c\ln(L/a)+\text{const}]/L\).

Only the combination \(b+c\ln a\) enters, so a length selected by this energy must be a number times \(a\,e^{b/c}\). Elasticity must supply the number, the value of \(c\) and its sign. The result will be

\[
E(L)=\frac{b-c\ln(L/\pi a)}{L},\qquad
L_*=\pi a\,e^{1+b/c},\qquad c=\frac{(1-\nu)F^2}{\pi\mu},
\]

where \(\nu\) is Poisson's ratio.

## 2. Surface stress as a load

The substrate fills \(z>0\), \(x\) runs across the stripes, and nothing varies along them (plane strain). The substrate is isotropic, much thicker than \(L\), and has the same elastic constants under both phases. Energies are measured from the uniform surface, and for now both phases have equal energy.

Straining the surface by \(u_x'\) against the surface stress component \(\tau(x)\) costs the energy \(\tau u_x'\) per area. Over one period, integration by parts gives

\[
\int \tau u_x'\,dx=-\int \tau' u_x\,dx ,
\]

because the end terms cancel. The surface therefore loads the substrate with the tangential force density \(f=\tau'\), and the energy to be minimized is \(W[u]-\int f u_x\,dx\), with \(W\) the elastic energy.

Replace the minimizing \(u\) by \(su\). Since \(W\) is quadratic, the energy becomes \(s^2W-s\int fu_x\,dx\). It is stationary at \(s=1\), so \(2W=\int fu_x\,dx\), and the minimum is

\[
-\tfrac12\int f u_x\,dx .
\]

Relaxation lowers the energy, which settles the sign: \(c>0\).

A thin coherent film gives the same problem. If its misfit stress is \(\sigma\) and its thickness \(h\ll L\), the film edge carries \(F=\sigma h\).

## 3. Response of the half-space

Take the load \(f\cos kx\) with \(k>0\), and write

\[
u_x=U(z)\cos kx,\qquad u_z=W(z)\sin kx ,
\]

where \(W(z)\) is now a displacement amplitude. The divergence is \(D(z)\sin kx\) with \(D=W'-kU\). With \(\lambda\) the first Lamé constant, equilibrium reads

\[
\mu(U''-k^2U)+(\lambda+\mu)kD=0,\qquad
\mu(W''-k^2W)+(\lambda+\mu)D'=0 .
\]

Try \(U=(A+Bz)e^{-kz}\) and \(W=(C+Gz)e^{-kz}\). Then \(U''-k^2U=-2kBe^{-kz}\), so the first equation requires \(D\) to be a pure exponential. The terms in \(ze^{-kz}\) in \(D\) are \(-k(G+B)\), hence \(G=-B\) and

\[
D=D_0e^{-kz},\qquad D_0=-B-k(A+C).
\]

The first equation then gives \(D_0=2\mu B/(\lambda+\mu)=2(1-2\nu)B\), and the second gives the same. Equating the two forms of \(D_0\),

\[
kC=-kA-(3-4\nu)B .
\]

The normal traction vanishes at the surface: \(\lambda D_0+2\mu W'(0)=0\). Here \(\lambda=2\mu\nu/(1-2\nu)\), so \(\lambda D_0=4\mu\nu B\), and \(W'(0)=-B-kC=kA+(2-4\nu)B\). Therefore

\[
4\nu B+2kA+(4-8\nu)B=0\quad\Rightarrow\quad B=-\frac{kA}{2(1-\nu)} .
\]

The outward normal is \(-z\), so the applied force is minus the shear stress:

\[
f=-\mu[U'(0)+kW(0)]=\mu[2kA+(2-4\nu)B]
=\mu kA\left[2-\frac{1-2\nu}{1-\nu}\right]=\frac{\mu kA}{1-\nu}.
\]

The surface displacement amplitude is thus

\[
A=\frac{g f}{k},\qquad g=\frac{1-\nu}{\mu}.
\]

As a test, the elastic energy minus the work was minimized directly on a depth grid for \(\nu=0\), 0.22 and 0.4. The resulting \(g\) agreed with this formula within 0.1%.

## 4. Summing the stripe energy

Let one phase occupy a fraction \(p\) of the period. The stress jumps up at \(x=0\) and down at \(x=pL\), giving line forces \(+F\) and \(-F\). Smear each into a Lorentzian of full width at half maximum \(a\), which multiplies its Fourier amplitude by \(e^{-|k|a/2}\). With \(k_n=2\pi n/L\),

\[
f_n=\frac FL\left(1-e^{-2\pi inp}\right)e^{-|k_n|a/2},\qquad
|f_n|^2=\frac{2F^2}{L^2}(1-\cos2\pi np)\,e^{-|k_n|a}.
\]

The energy per area is \(-\frac12\sum_{n\ne0}g|f_n|^2/|k_n|\). Positive and negative \(n\) contribute equally. Setting \(q=e^{-2\pi a/L}\) and inserting \(1/k_n=L/(2\pi n)\),

\[
E_{\rm rel}=-\frac{gF^2}{\pi L}\sum_{n=1}^\infty\frac{q^n}{n}(1-\cos2\pi np).
\]

This identifies \(c=gF^2/\pi\). The two sums are \(\sum q^n/n=-\ln(1-q)\) and, as the real part of \(-\ln(1-qe^{i\theta})\), \(\sum q^n\cos(n\theta)/n=-\frac12\ln(1-2q\cos\theta+q^2)\). With \(\theta=2\pi p\) the difference is

\[
\frac12\ln\frac{(1-q)^2+4q\sin^2\pi p}{(1-q)^2}.
\]

Since \((1-q)^2/4q=\sinh^2(\pi a/L)\),

\[
E_{\rm rel}=-\frac{c}{2L}\ln\left[1+\frac{\sin^2\pi p}{\sinh^2(\pi a/L)}\right].
\]

For \(\pi a/L\ll\sin\pi p\), the one is negligible and \(\sinh y\approx y\), so

\[
E_{\rm rel}\approx-\frac cL\ln\frac{L\sin\pi p}{\pi a}.
\]

At fixed \(L\) this is lowest at \(p=\frac12\), where the stated stripe energy follows with \(b=2\beta\). Here \(\beta\) is the free energy per length of one boundary, without the long-range relaxation. The argument \(L/\pi a\) belongs to this definition of \(a\) and to \(L\) as the full period. In terms of the stripe width \(l=L/2\), the same energy is \([b/2-(c/2)\ln(2l/\pi a)]/l\).

## 5. The selected period

Differentiate the stripe energy:

\[
E'(L)=\frac{-b+c\ln(L/\pi a)-c}{L^2}.
\]

The numerator increases with \(L\) and vanishes once, at \(\ln(L/\pi a)=1+b/c\). The slope passes from negative to positive there, so

\[
L_*=\pi a\,e^{1+b/c},\qquad
E(L_*)=\frac{b-(b+c)}{L_*}=-\frac c{L_*}
\]

is the minimum of the stripe energy. Differentiating the numerator alone, since it vanishes at \(L_*\), gives the curvature \(E''(L_*)=c/L_*^3\).

Without elastic relaxation the energy is \(b/L\). For \(b>0\) it falls steadily with \(L\), and no finite period is selected. With relaxation the minimum is negative, so a sufficiently large uniform surface has a higher energy than stripes within this model, however costly the boundaries. For \(b>0\) a single narrow stripe still costs energy, so the uniform surface can persist behind a barrier. A large \(b\) makes the period exponentially long and the gain exponentially small.

The minimum is shallow on its long side. Inserting \(L=rL_*\), the numerator is \(b-c(1+b/c+\ln r)=-c(1+\ln r)\), hence

\[
\frac{E(rL_*)}{E(L_*)}=\frac{1+\ln r}{r}.
\]

Half the optimal period keeps 0.614 of the gain, and twice the period keeps 0.847.

**Finite boundary width.** At \(p=\frac12\) the logarithm before the small-\(a\) limit is \(\ln\coth x\), with \(x=\pi a/L\). Its expansion is \(-\ln x+x^2/3+\dots\), and its derivative \(L\,d/dL=-x\,d/dx\) is \(1-2x^2/3+\dots\). The condition \(E'=0\) becomes

\[
\frac bc=\left(-\ln x+\frac{x^2}3\right)-\left(1-\frac{2x^2}3\right)=-\ln x-1+x^2 ,
\]

so \(L\approx L_*(1-x_*^2)\), with \(x_*=\pi a/L_*=e^{-1-b/c}\). Numerical minimization of the summed energy at \(b/c=1.5\), 2.5 and 3.5 reproduced this shift within 3% of the shift itself. At \(b=0\) the estimated correction is already \(e^{-2}\approx14\%\). The summed energy gives about 17% there. For negative \(b\) the term \(b/L\) makes this minimum only local; it disappears between \(b/c=-0.2\) and \(-0.3\), where the period is no longer large compared with \(a\) and the formula fails.

## 6. Phases of unequal energy

Suppose the phase with fraction \(p\) costs an extra \(\Delta>0\) per area:

\[
E=\Delta p+\frac1L\left[b-c\ln\frac{L\sin\pi p}{\pi a}\right].
\]

At fixed \(p\), the minimization of section 5 applies with \(a\) replaced by \(a/\sin\pi p\). It gives

\[
L=\frac{L_*}{\sin\pi p},\qquad E=\Delta p-\frac c{L_*}\sin\pi p .
\]

If \(p\) is fixed by coverage, this is the answer, and \(\Delta\) does not affect the period. If \(p\) is free, \(dE/dp=0\) requires \(\cos\pi p=\Delta L_*/(\pi c)\), and the second derivative \(\pi^2(c/L_*)\sin\pi p\) is positive. Stripes therefore survive for \(\Delta<\pi c/L_*\). Above this threshold \(\sin\pi p<\pi p\) makes \(E>0\), and the uniform surface wins.

## 7. Does equal spacing hold?

A minimum in \(L\) could still be unstable against pairing of boundaries. The transform of \(\ln|x|\) is \(-\pi/|k|\) for \(k\neq0\), so the response \(g/|k|\) corresponds in real space to \(-(g/\pi)\ln|x|\). Counting each pair once, the pair energy per length is \(c\,s_is_j\ln r\), with \(s=\pm1\) the sign of the force. Neighbouring boundaries have opposite signs and repel.

Displace boundary \(j\) by \(u_j=\delta\cos qj\), with \(0<q<\pi\). Terms linear in \(\delta\) cancel between left and right neighbours. The \(m\)-th neighbour has \(s_is_j=(-1)^m\) and distance \(ml\), so its pair energy has second derivative \(c(-1)^{m+1}/(m^2l^2)\). The mean of \((u_j-u_{j+m})^2\) is \(\delta^2(1-\cos mq)\). The cost per boundary is

\[
\frac{c\delta^2}{2l^2}\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}(1-\cos mq).
\]

The \(q\)-derivative of the sum is \(\sum(-1)^{m+1}\sin(mq)/m\), the imaginary part of \(\ln(1+e^{iq})\), which is \(q/2\). Integrating from zero, the sum is \(q^2/4\), and the cost is

\[
\frac{c\,\delta^2q^2}{8l^2}>0 .
\]

For twelve boundaries and \(\delta=0.01\,l\), direct summation of harmonics agreed within 1% for all five waves with \(0<q<\pi\). At \(q=\pi\) the mean of \(\cos^2qj\) is 1 instead of \(\frac12\), which doubles the cost. Equal spacing is thus stable against small displacements of straight boundaries. Two-dimensional patterns are not covered by this argument.

## 8. Example: stress domains on Si(001)

On Si(001) the dimer rows turn by \(90^\circ\) across a single-layer step. The two domains are equivalent by symmetry but have different stress along \(x\). Alternating up and down steps then form the stripes. All inputs here are rough typical values: \(F=1.00\) N/m \(=6.242\) eV/nm², \(\mu=65\) GPa, \(\nu=0.22\), \(a=0.40\) nm and \(T=600\) K.

**Elastic coefficient.** The compliance is \(g=0.78/65=0.01200\) GPa⁻¹, and 1 GPa is 6.242 eV/nm³. Hence

\[
c=\frac{6.242^2\times0.01200}{6.242\,\pi}=0.0238\ \text{eV/nm}.
\]

**Step free energy.** Let the step have energy \(\beta_0=0.050\) eV/nm at 0 K. In each unit of length \(d=0.77\) nm it may jump sideways by \(n\) units, at a cost \(|n|w\) with \(w=0.10\) eV. The sum over jumps is \(\sum_n e^{-|n|w/kT}=\coth(w/2kT)\), so with \(kT=0.0517\) eV

\[
\beta=\beta_0-\frac{kT}{d}\ln\coth\frac{w}{2kT}=0.03045\ \text{eV/nm},\qquad b=2\beta=0.0609\ \text{eV/nm}.
\]

**Period.** With \(b/c=2.554\),

\[
L_*=\pi(0.40\ \text{nm})\,e^{3.554}=43.9\ \text{nm},
\]

or stripes about 22 nm wide. The energy is \(-c/L_*=-0.54\) meV/nm². The gain in an area \(L_*^2\) is \(cL_*=1.05\) eV, about \(20\,kT\).

## 9. How far to trust the number

From \(\ln L_*=\ln\pi a+1+b/c\) and \(c\propto F^2\), small changes of \(b\) and \(F\) at fixed \(a\) give

\[
\frac{\delta L_*}{L_*}=\frac bc\left(\frac{\delta b}{b}-2\frac{\delta F}{F}\right).
\]

At \(b/c=2.554\) a small relative error of \(b\) is amplified about 2.6 times and one of \(F\) about 5 times. At fixed \(b\) and \(c\), the period is simply proportional to \(a\). Changing one input at a time:

- Step free energy lower or higher by 10%: 34 or 57 nm.
- Stress jump lower or higher by 10%: 80 or 28 nm.
- Step free energy taken at 0 K or 650 K: about 230 or 29 nm.
- Cubic elasticity, with rough constants \(C_{11},C_{12},C_{44}=166,64,80\) GPa and \(x\) along [110]: \(c\) falls to 0.0219 eV/nm and the period rises to 55 nm.

The finite-width correction to the small-\(a\) formula is negligible here: \(x_*^2=0.0286^2\approx0.0008\), a shift of about 0.04 nm.

Wandering steps also repel because they cannot cross. A step with mean square jump \(\langle n^2\rangle\) has stiffness \(\tilde\beta=kT/(\langle n^2\rangle d)=0.170\) eV/nm. In the dilute limit, non-crossing steps fill wavenumbers up to \(\pi/l\) like free fermions, each adding \((kT)^2\kappa^2/2\tilde\beta\) per length. The energy per area is

\[
\int_{-\pi/l}^{\pi/l}\frac{d\kappa}{2\pi}\,\frac{(kT)^2\kappa^2}{2\tilde\beta}=\frac{\pi^2(kT)^2}{6\tilde\beta l^3}.
\]

Adding this term alone moves the period to 44.5 nm. It is not the whole effect of wandering, because the elastic repulsion confines the steps before they meet. For a rough estimate, apply the repulsion of section 7 between points facing each other on neighbouring steps. A displacement wave \(q\) then adds \(kT\omega_q/2\) per length, with \(\omega_q=(q/l)\sqrt{c/2\tilde\beta}\). Averaged over \(0<q<\pi\), this is \((\pi kT/4l)\sqrt{c/2\tilde\beta}\) per step, about nine times the non-crossing term at \(l=22\) nm. Used in its place, it moves the period to about 47 nm. This fixes neither the size nor the sign of the effect, because the estimate leaves out the elastic relaxation of bent steps. On Si(001) the stress jump is \(+F\) along \(x\) and \(-F\) along the steps. With isotropic elasticity this lowers the long-wave stiffness from 0.170 to about 0.044 eV/nm at \(L_*\), and to about zero near \(L=160\) nm. Including this relaxation in the harmonic estimate gives periods between about 36 and 46 nm, depending on how much of the short-wave relaxation is counted as already contained in \(\beta\). Force dipoles at the steps were not computed. Dimensionally, their coupling to the step forces has a relative size of step height over period, \(0.14/43.9\approx0.3\%\), times a numerical factor. For equal in-plane dipoles at equally spaced steps this factor is zero, because the forces contain only odd harmonics and the dipoles only even ones.

The example also assumes a perfectly oriented surface. A miscut of \(0.1^\circ=0.00175\) rad, with a step height of about 0.14 nm, forces one single-layer step every \(0.14/0.00175=80\) nm. If no further steps form, the domain period is about 160 nm, some 3.6 times \(L_*\). The stripe result needs terraces several periods wide and enough atomic transport to reach equilibrium, which 600 K may not provide in a practical time.

External strain is a second limit. A uniform strain \(\varepsilon\) along \(x\) splits the domain energies by \(\Delta=F|\varepsilon|\). By section 6, with \(b\) and \(c\) held fixed, stripes disappear at

\[
|\varepsilon|=\frac{\pi c}{FL_*}=\frac{\pi\times0.54\times10^{-3}}{6.242}\approx2.7\times10^{-4}.
\]

The example therefore supports a period of some tens of nanometres for these inputs at 600 K only. It is not a prediction for the real surface: the equally plausible inputs \(\beta_0=0.068\) eV/nm and \(w=0.12\) eV give about 330 nm. The numerical output below lists the values used.

## Computed results

```
Rough inputs, Si(001) stress domains
stress jump F = 1.00 N/m = 6.242 eV/nm^2
shear modulus = 65 GPa, Poisson ratio = 0.22
boundary width a = 0.40 nm
step energy at 0 K = 0.050 eV/nm
kink energy = 0.10 eV, kink unit length = 0.77 nm
temperature = 600 K, kT = 0.0517 eV
Results
elastic coefficient c = 0.02384 eV/nm
step free energy beta = 0.03045 eV/nm
boundary coefficient b = 0.06090 eV/nm
ratio b/c = 2.554
period L* = 43.9 nm, stripe width = 22.0 nm
energy at L* = -0.5426 meV/nm^2
gain in area L*^2 = 1.048 eV = 20.3 kT
E(0.5 L*)/E(L*) = 0.614
E(2.0 L*)/E(L*) = 0.847
Neglected effects and sensitivities
pi a/L* = 0.0286
period with finite boundary width = 43.91 nm
period with step free energy at 0 K = 226.5 nm
period with step free energy at 650 K = 28.7 nm
step stiffness = 0.170 eV/nm
period with step wandering repulsion = 44.5 nm
cubic constants C11, C12, C44 = 166, 64, 80 GPa
compliance g: isotropic = 0.01200 1/GPa, cubic = 0.01102 1/GPa
c with cubic elasticity = 0.02190 eV/nm
period with cubic elasticity = 55.1 nm
period with step free energy times 0.9 = 34.0 nm
period with step free energy times 1.1 = 56.7 nm
period with stress jump times 0.9 = 80.0 nm
period with stress jump times 1.1 = 28.2 nm
```
